# Schwarz screening of repulsion integrals: the bound and the quadratic count: a program that tests the result

```python
"""
Result under test: for real basis functions the repulsion integrals obey
    |(mn|ls)| <= Q_mn Q_ls,   Q_mn = sqrt((mn|mn)),
and the number of ordered quartets with Q_mn Q_ls >= tau grows as N^2 for
large molecules in a local Gaussian basis (N = number of basis functions).
Symbols: tau = threshold (hartree); R = distance of two centres (bohr);
alpha, C = envelope |chi(r)| <= C exp(-alpha r^2) valid for all functions;
R_c = distance beyond which no pair can take part in a surviving quartet.
Atomic units throughout.
"""
import numpy as np
from pyscf import gto, ao2mo

TAU = 1e-8
ROUND = 1e-11          # allowance for rounding in the integral library
CC, CH = 2.9, 2.06     # bond lengths, bohr


def alkane(n):
    """All-trans C_n H_(2n+2) with tetrahedral angles, STO-3G."""
    u, v = np.sqrt(2 / 3), np.sqrt(1 / 3)
    carbons, hydrogens = [], []
    for i in range(n):
        sign = 1 if i % 2 == 0 else -1
        c = np.array([i * CC * u, 0.0, sign * CC * v / 2])
        carbons.append(['C', tuple(c)])
        directions = [(0, u, sign * v), (0, -u, sign * v)]
        if i == 0:
            directions.append((-u, 0, -sign * v))
        if i == n - 1:
            directions.append((u, 0, -sign * v))
        for d in directions:
            hydrogens.append(['H', tuple(c + CH * np.array(d))])
    return gto.M(atom=carbons + hydrogens, basis='sto-3g', unit='Bohr',
                 verbose=0)


def ao_distances(mol):
    atom_of_ao = np.array([label[0] for label in mol.ao_labels(fmt=None)])
    xyz = mol.atom_coords()[atom_of_ao]
    return np.sqrt(((xyz[:, None] - xyz[None]) ** 2).sum(-1))


def schwarz_factors(mol, cutoff=np.inf):
    """Matrix Q_mn from diagonal integrals; pairs beyond cutoff are left 0."""
    loc = mol.ao_loc_nr()
    xyz = mol.atom_coords()
    centre = np.array([xyz[mol.bas_atom(i)] for i in range(mol.nbas)])
    q = np.zeros((mol.nao_nr(), mol.nao_nr()))
    for i in range(mol.nbas):
        dist = np.sqrt(((centre[:i + 1] - centre[i]) ** 2).sum(1))
        for j in np.nonzero(dist <= cutoff)[0]:
            j = int(j)
            block = mol.intor_by_shell('int2e', (i, j, i, j))
            part = np.sqrt(np.abs(np.einsum('ijij->ij', block)))
            q[loc[i]:loc[i + 1], loc[j]:loc[j + 1]] = part
            q[loc[j]:loc[j + 1], loc[i]:loc[i + 1]] = part.T
    return q


def count_quartets(q, weight):
    """Ordered pairs of pairs with q*q' >= TAU; weight = multiplicity."""
    keep = q > 0
    q, weight = q[keep], weight[keep]
    order = np.argsort(q)
    q, weight = q[order], weight[order]
    tail = np.append(np.cumsum(weight[::-1])[::-1], 0)
    return int(np.sum(weight * tail[np.searchsorted(q, TAU / q)]))


# ---- Gaussian splitting of the Coulomb kernel, and s-type closed forms ----
a, b, dist_ab = 0.4, 0.9, 1.5
two = gto.M(atom=[['H1', (0, 0, 0)], ['H2', (0, 0, dist_ab)]], unit='Bohr',
            basis={'H1': [[0, [a, 1.0]]], 'H2': [[0, [b, 1.0]]]}, verbose=0)
g2 = two.intor('int2e').reshape(2, 2, 2, 2)


def axis_factor(t, shift):
    """2t/sqrt(pi) * integral over s of F_t(s) G_t(s), one direction."""
    p, q = 2 * a, 2 * b
    wp, wq = 2 * t * t * p / (p + 2 * t * t), 2 * t * t * q / (q + 2 * t * t)
    half = shift + 8 / np.sqrt(min(wp, wq))
    s = np.linspace(-half, half, 1201)
    f = np.sqrt(p / (p + 2 * t * t)) * np.exp(-wp * s ** 2)
    g = np.sqrt(q / (q + 2 * t * t)) * np.exp(-wq * (s - shift) ** 2)
    return 2 * t / np.sqrt(np.pi) * np.sum(f * g) * (s[1] - s[0])


nodes, weights = np.polynomial.legendre.leggauss(100)
split_value = 0.0
for x, w in zip((nodes + 1) / 2, weights / 2):
    t = x / (1 - x)
    split_value += (w / (1 - x) ** 2 * 2 / np.sqrt(np.pi)
                    * axis_factor(t, 0.0) ** 2 * axis_factor(t, dist_ab))
assert abs(split_value - g2[0, 0, 1, 1]) < 1e-7
p_ab = a + b
s_ab = (2 * np.sqrt(a * b) / p_ab) ** 1.5 * np.exp(-a * b / p_ab * dist_ab ** 2)
q_ab = s_ab * (2 * p_ab / np.pi) ** 0.25
assert abs(s_ab - two.intor('int1e_ovlp')[0, 1]) < 1e-10
assert abs(q_ab - np.sqrt(g2[0, 1, 0, 1])) < 1e-10
print(f"s Gaussians: exponents {a}, {b} bohr^-2, distance {dist_ab} bohr")
print(f"(aa|bb) by kernel splitting {split_value:.8f} hartree")
print(f"(aa|bb) analytic            {g2[0, 0, 1, 1]:.8f} hartree")
print(f"overlap S_ab {s_ab:.6f}, Q_ab {q_ab:.6f} hartree^(1/2)")

# ---- positivity and the complex form, on butane ----
butane = alkane(4)
packed = butane.intor('int2e', aosym='s4')
assert np.linalg.eigvalsh(packed).min() > -1e-10
n4 = butane.nao_nr()
eri4 = ao2mo.restore(1, packed, n4)
rng = np.random.default_rng(7)
orb = rng.normal(size=(n4, 4)) + 1j * rng.normal(size=(n4, 4))
tc = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri4, orb.conj(), orb, orb.conj(),
               orb, optimize=True)
right = np.sqrt(np.einsum('ijji->ij', tc).real)
naive = np.sqrt(np.abs(np.einsum('ijij->ij', tc)))
ratio_right = (np.abs(tc) / np.multiply.outer(right, right)).max()
ratio_naive = (np.abs(tc) / np.multiply.outer(naive, naive)).max()
assert ratio_right < 1 + 1e-9 and ratio_naive > 1.01
print(f"complex orbitals, largest |integral|/bound: with (mn|nm) "
      f"{ratio_right:.6f}, with |(mn|mn)| {ratio_naive:.3f}")

# ---- every integral of octane against its bound ----
octane = alkane(8)
n8 = octane.nao_nr()
eri8 = ao2mo.restore(1, octane.intor('int2e', aosym='s8'), n8)
q8 = schwarz_factors(octane)
assert np.allclose(q8, np.sqrt(np.abs(np.einsum('ijij->ij', eri8))), atol=1e-7)
bound = np.multiply.outer(q8.ravel(), q8.ravel())
size = np.abs(eri8).reshape(n8 ** 2, n8 ** 2)
assert np.all(size <= bound + ROUND)
assert not np.any((size > TAU + ROUND) & (bound < TAU))
true_count = int((size >= TAU).sum())
schwarz_count = int((bound >= TAU).sum())
assert schwarz_count == count_quartets(q8.ravel(), np.ones(n8 ** 2, int))
del bound, size
print(f"threshold tau {TAU:.0e} hartree; bonds CC {CC}, CH {CH} bohr")
print(f"C8H18: N {n8}, all ordered integrals {n8 ** 4}")
print(f"C8H18: Schwarz survivors {schwarz_count}, truly >= tau {true_count}, "
      f"ratio {true_count / schwarz_count:.3f}")

# Mean square interelectronic distance between densities chi_m^2 and chi_l^2
r2 = np.diag(octane.intor('int1e_r2'))
dip = np.einsum('xii->ix', octane.intor('int1e_r'))
mean_sq = r2[:, None] + r2[None] - 2 * dip @ dip.T
coulomb = np.einsum('mmll->ml', eri8)
assert np.all(coulomb * np.sqrt(mean_sq) >= 1)
first, last = [i for i, lab in enumerate(octane.ao_labels(fmt=None))
               if lab[1] == 'C' and lab[2] == '2s'][::7]
far = ao_distances(octane)[first, last]
self_sq = np.sqrt(mean_sq[first, first] * mean_sq[last, last])
assert mean_sq[first, last] > self_sq      # kernel r12^2 breaks the inequality
print(f"C8H18 end-carbon 2s functions, distance {far:.3f} bohr:")
print(f"  (mm|ll) {coulomb[first, last]:.6f}, Schwarz bound "
      f"{q8[first, first] * q8[last, last]:.6f}, Jensen lower bound "
      f"{1 / np.sqrt(mean_sq[first, last]):.6f} hartree")
print(f"  kernel r12^2: integral {mean_sq[first, last]:.2f}, "
      f"would-be bound {self_sq:.2f} bohr^2")
print(f"C8H18 smallest (mm|ll) {coulomb.min():.6f} hartree")
del eri8

# ---- Gaussian envelope and rigorous pair range ----
alpha = 0.15
radius = np.linspace(0, 10, 2001)
points = np.concatenate([np.outer(radius, e) for e in np.eye(3)])
growth = np.exp(alpha * np.tile(radius, 3) ** 2)[:, None]
envelope = 0.0
for element, spin in (('C', 0), ('H', 1)):
    atom = gto.M(atom=[[element, (0, 0, 0)]], basis='sto-3g', spin=spin,
                 unit='Bohr', verbose=0)
    values = np.abs(atom.eval_gto('GTOval_sph', points)) * growth
    envelope = max(envelope, values.max())
envelope *= 1.001                          # covers the finite radial grid
g_alpha = np.sqrt(np.pi ** 2.5 / (4 * alpha ** 2.5))
q_cap = envelope ** 2 * g_alpha
r_c = np.sqrt(2 / alpha * np.log(q_cap ** 2 / TAU))
print(f"envelope: alpha {alpha} bohr^-2, C {envelope:.3f} bohr^(-3/2), "
      f"C^2 g {q_cap:.1f} hartree^(1/2), R_c {r_c:.2f} bohr")

# ---- survivor counts along the alkane series ----
print("alkanes: n, N, pairs per function, survivors, fraction of N^4, exponent")
exponents, previous = [], None
for n in (2, 4, 8, 16, 32, 64, 128):
    mol = alkane(n)
    nao = mol.nao_nr()
    q = schwarz_factors(mol, np.inf if n <= 16 else r_c)
    distance = ao_distances(mol)
    if n == 16:
        assert distance.max() > r_c
        assert np.all(q <= q_cap * np.exp(-alpha * distance ** 2 / 2) + 1e-13)
        assert q[distance > r_c].max() < TAU / q.max()
    survivors = count_quartets(q.ravel(), np.ones(nao ** 2, int))
    pairs = int((q >= TAU / q.max()).sum())
    k_max = int((distance <= r_c).sum(1).max())
    assert np.diag(q).min() ** 2 > TAU
    assert nao ** 2 <= survivors <= pairs ** 2 <= (k_max * nao) ** 2
    text = "-"
    if previous:
        exponents.append(np.log(survivors / previous[1])
                         / np.log(nao / previous[0]))
        text = f"{exponents[-1]:.3f}"
    print(f"  {n:4d} {nao:4d} {pairs / nao:8.2f} {survivors:13d} "
          f"{survivors / nao ** 4:.3e} {text}")
    previous = (nao, survivors)
assert exponents[0] > 3.5 and abs(exponents[-1] - 2) < 0.15
assert np.all(np.diff(exponents) < 0)
print(f"C128H258: functions within R_c of a centre, at most k = {k_max}")
print(f"C128H258: smallest Q_mm {np.diag(q).min():.4f}, "
      f"largest Q {q.max():.4f} hartree^(1/2)")

# ---- three-dimensional lattice of equal s Gaussians ----
zeta, spacing = 0.25, 3.0


def lattice_q(offset_sq):
    return ((4 * zeta / np.pi) ** 0.25
            * np.exp(-zeta * spacing ** 2 * offset_sq / 2))


def lattice_count(side):
    reach = min(side - 1, 8)
    o = np.arange(-reach, reach + 1)
    m = side - np.abs(o)
    sq = o[:, None, None] ** 2 + o[None, :, None] ** 2 + o[None, None] ** 2
    mult = m[:, None, None] * m[None, :, None] * m[None, None]
    return count_quartets(lattice_q(sq).ravel(), mult.ravel())


grid = np.array(list(np.ndindex(3, 3, 3)))
explicit = lattice_q(((grid[:, None] - grid[None]) ** 2).sum(-1)).ravel()
assert int((np.outer(explicit, explicit) >= TAU).sum()) == lattice_count(3)
print(f"cubic lattice: exponent {zeta} bohr^-2, spacing {spacing} bohr")
print("lattice: side, N, survivors, fraction of N^4, exponent")
previous, slope = None, None
for side in (2, 4, 8, 16, 32, 64):
    nao, survivors = side ** 3, lattice_count(side)
    text = "-"
    if previous:
        slope = np.log(survivors / previous[1]) / np.log(nao / previous[0])
        text = f"{slope:.3f}"
    print(f"  {side:3d} {nao:7d} {survivors:17d} "
          f"{survivors / nao ** 4:.3e} {text}")
    previous = (nao, survivors)
assert abs(slope - 2) < 0.15
print("verified")
```

Output:

```
s Gaussians: exponents 0.4, 0.9 bohr^-2, distance 1.5 bohr
(aa|bb) by kernel splitting 0.59039742 hartree
(aa|bb) analytic            0.59039742 hartree
overlap S_ab 0.475618, Q_ab 0.453643 hartree^(1/2)
complex orbitals, largest |integral|/bound: with (mn|nm) 1.000000, with |(mn|mn)| 6.441
threshold tau 1e-08 hartree; bonds CC 2.9, CH 2.06 bohr
C8H18: N 58, all ordered integrals 11316496
C8H18: Schwarz survivors 6126052, truly >= tau 4765884, ratio 0.778
C8H18 end-carbon 2s functions, distance 16.659 bohr:
  (mm|ll) 0.060027, Schwarz bound 0.624709, Jensen lower bound 0.059488 hartree
  kernel r12^2: integral 282.58, would-be bound 5.05 bohr^2
C8H18 smallest (mm|ll) 0.050122 hartree
envelope: alpha 0.15 bohr^-2, C 6.149 bohr^(-3/2), C^2 g 847.0 hartree^(1/2), R_c 20.62 bohr
alkanes: n, N, pairs per function, survivors, fraction of N^4, exponent
     2   16    16.00         65052 9.926e-01 -
     4   30    29.80        776780 9.590e-01 3.945
     8   58    49.03       6126052 5.413e-01 3.133
    16  114    59.96      31590116 1.870e-01 2.427
    32  226    65.58     141540964 5.426e-02 2.192
    64  450    68.42     597533540 1.457e-02 2.091
   128  898    69.85    2453882212 3.774e-03 2.045
C128H258: functions within R_c of a centre, at most k = 119
C128H258: smallest Q_mm 0.7904, largest Q 1.8820 hartree^(1/2)
cubic lattice: exponent 0.25 bohr^-2, spacing 3.0 bohr
lattice: side, N, survivors, fraction of N^4, exponent
    2       8              4096 1.000e+00 -
    4      64           9539520 5.686e-01 3.728
    8     512        2056562368 2.993e-02 2.584
   16    4096      213953300160 7.601e-04 2.234
   32   32768    17113622458048 1.484e-05 2.107
   64  262144  1219291008573120 2.582e-07 2.052
verified
```
